# Light-hole and heavy-hole levels under (001) biaxial strain with split-off coupling

## The situation and the result

A thin silicon film grown on relaxed silicon-germanium is stretched in its plane and contracts along its normal. The strain separates the heavy-hole (HH) and light-hole (LH) levels, which coincide at the zone centre of the unstrained crystal. If only these two levels are kept, they move apart linearly. In silicon, however, the split-off (SO) level lies only about 44 meV below them, and a strain of one per cent produces shifts of similar size. The split-off level must therefore be included.

Energies below are electron energies, measured from the unstrained valence top; hole energies have the opposite sign. Tensile strain is positive. With in-plane strain \(e_{xx}=e_{yy}=e_p\), normal strain \(e_{zz}\) and no shear, define

\[
T=2e_p+e_{zz},\qquad s=b(e_p-e_{zz}),\qquad R=\sqrt{\Delta^2-2\Delta s+9s^2}.
\]

Here \(\Delta>0\) is the spin-orbit splitting, and \(a\) and \(b\) are the hydrostatic and tetragonal deformation potentials. The levels, each doubly degenerate, are

\[
E_{HH}=aT+s,\qquad E_{LH}=aT-\frac{s+\Delta}{2}+\frac R2,\qquad E_{SO}=aT-\frac{s+\Delta}{2}-\frac R2 .
\]

The linearity of HH is derived here under these assumptions: a strain Hamiltonian linear in strain, constant \(\Delta\), linear elasticity, equal in-plane strains without shear, zero wave vector, and no coupling to other bands.

## Strain term

The valence top is built from three real orbitals \(X,Y,Z\), which transform under the cubic rotations like the coordinates, up to a common sign that cancels in matrix elements. By time reversal their spinless strain matrix is real, and hence symmetric.

A half-turn about \(x\) leaves a diagonal strain unchanged but reverses \(Y\) and \(Z\) relative to \(X\). The elements \(XY\) and \(XZ\) therefore vanish, and a half-turn about \(y\) removes \(YZ\). A quarter-turn about \(x\) exchanges \(e_{yy}\) and \(e_{zz}\), so these enter the energy of \(X\) with equal coefficients. Naming the two constants \(a+2b\) and \(a-b\) gives

\[
H_X=(a+2b)e_{xx}+(a-b)(e_{yy}+e_{zz})
=a(e_{xx}+e_{yy}+e_{zz})+b(2e_{xx}-e_{yy}-e_{zz}).
\]

The other two follow by permutation. A third constant, \(d\), belongs to shear: \(e_{xy}\) adds an \(XY\) element \(\sqrt3\,d\,e_{xy}\). For the film,

\[
H_X=H_Y=aT+b(e_p-e_{zz})=aT+s,\qquad
H_Z=aT+2b(e_{zz}-e_p)=aT-2s.
\]

In silicon \(b<0\), so tension gives \(s<0\) and raises \(Z\) relative to \(X,Y\).

The normal strain follows from the free surface, where the normal stress vanishes:

\[
0=\sigma_{zz}=2C_{12}e_p+C_{11}e_{zz}
\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}e_p .
\]

Hence \(s=b\rho e_p\) with \(\rho=1+2C_{12}/C_{11}\), and \(T=(3-\rho)e_p\). Both are linear in \(e_p\). The in-plane stress is

\[
\sigma_{xx}=(C_{11}+C_{12})e_p+C_{12}e_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_p .
\]

## Spin-orbit term and the isolated heavy hole

The three orbitals act as a unit angular momentum \(\mathbf L\). With \(\mathbf S=\boldsymbol\sigma/2\) and \(\mathbf J=\mathbf L+\mathbf S\),

\[
\mathbf L\cdot\boldsymbol\sigma=2\mathbf L\cdot\mathbf S=J^2-L^2-S^2 .
\]

This equals \(15/4-2-3/4=1\) for \(J=3/2\) and \(3/4-2-3/4=-2\) for \(J=1/2\). The term \((\Delta/3)(\mathbf L\cdot\boldsymbol\sigma-1)\) therefore puts the quartet at 0 and the split-off pair at \(-\Delta\).

Since \(L_z^2=1\) on \(X,Y\) and \(0\) on \(Z\), the full matrix is

\[
H=aT+s(3L_z^2-2)+\frac{\Delta}{3}(\mathbf L\cdot\boldsymbol\sigma-1).
\]

Every term commutes with \(J_z\), so states with different \(m\) do not mix. Among the six states there is one with \(m=3/2\), namely \(|{+1},\uparrow\rangle\). It has no partner, and its energy is its diagonal element, \(aT+s\). The state \(m=-3/2\) has the same energy by time reversal. This proves the linearity of HH within the stated model.

## The two-level problem for the light hole

Two states have \(m=1/2\): \(|{+1},\downarrow\rangle\) and \(|0,\uparrow\rangle\). Write

\[
\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+,\qquad \sigma_\pm=\tfrac12(\sigma_x\pm i\sigma_y),
\]

and use \(L_+|0\rangle=\sqrt2\,|{+1}\rangle\). In this basis \(\mathbf L\cdot\boldsymbol\sigma\) has diagonal elements \(-1,0\) and off-diagonal element \(\sqrt2\). Its eigenvectors for eigenvalues 1 and \(-2\) are

\[
|L\rangle=\frac{|{+1},\downarrow\rangle+\sqrt2\,|0,\uparrow\rangle}{\sqrt3},\qquad
|S\rangle=\frac{\sqrt2\,|{+1},\downarrow\rangle-|0,\uparrow\rangle}{\sqrt3}.
\]

The strain shifts the two product states by \(s\) and \(-2s\), apart from \(aT\). Its elements between \(|L\rangle\) and \(|S\rangle\) are

\[
\langle L|L\rangle_s=\frac{s-4s}{3}=-s,\quad
\langle S|S\rangle_s=\frac{2s-2s}{3}=0,\quad
\langle L|S\rangle_s=\frac{\sqrt2\,s+2\sqrt2\,s}{3}=\sqrt2\,s .
\]

With the spin-orbit energies added, the block is

\[
\begin{pmatrix}-s&\sqrt2\,s\\ \sqrt2\,s&-\Delta\end{pmatrix}.
\]

An eigenvalue \(\lambda\) satisfies \((-s-\lambda)(-\Delta-\lambda)-2s^2=0\), or

\[
\lambda^2+(s+\Delta)\lambda+s\Delta-2s^2=0 .
\]

The discriminant is

\[
(s+\Delta)^2-4s\Delta+8s^2=\Delta^2-2\Delta s+9s^2=R^2 ,
\]

which gives the quoted roots. Deleting \(|S\rangle\) would leave the linear level \(-s\), so the coupling \(\sqrt2\,s\) is what bends LH.

To show that the bending never vanishes at finite \(\Delta\) and \(s\), put \(p=R^2\), so that \(p'=18s-2\Delta\) and \(p''=18\). Then

\[
\frac{d^2R}{ds^2}=\frac{2pp''-p'^2}{4p^{3/2}}
=\frac{36(\Delta^2-2\Delta s+9s^2)-(18s-2\Delta)^2}{4R^3}
=\frac{8\Delta^2}{R^3}.
\]

Half of this is the curvature of LH, \(4\Delta^2/R^3>0\).

As a numerical check, the \(6\times6\) matrix was diagonalized at 25 equally spaced strains from \(-3\%\) to \(3\%\), with \(a=2\) eV and the silicon parameters given below. All levels agreed with the formulas within a relative tolerance of \(10^{-5}\).

## Small strain and the range of its series

Let \(u=s/\Delta\) and \(x=-2u+9u^2\). Through third order, \(x^2=4u^2-36u^3\) and \(x^3=-8u^3\), so

\[
\frac R\Delta=1+\frac x2-\frac{x^2}{8}+\frac{x^3}{16}+\cdots
=1-u+4u^2+4u^3+\cdots .
\]

Substitution gives

\[
E_{LH}-aT=-s+\frac{2s^2}{\Delta}+\frac{2s^3}{\Delta^2}+\cdots .
\]

The quadratic term is the squared coupling \(2s^2\) divided by the separation \(\Delta\). It raises LH for either sign of strain, because LH is repelled by a level below it. In terms of in-plane strain, the second derivative at zero is \(4b^2\rho^2/\Delta\).

The series converges up to the nearest zero of \(R^2\) in the complex plane. These zeros are \(s=\Delta(1\pm i\sqrt8)/9\), both of modulus \(\Delta/3\). For \(|s|>\Delta/3\) the series diverges: a few terms may happen to come close, but the sum does not settle as more are added. The closed formula has no such limit.

## Orbital content, turning point and strong strain

The strain operator can be written \(s(1-3\hat P_Z)\), where \(\hat P_Z\) projects on the \(Z\) orbital. The derivative of an eigenvalue is the expectation value of the derivative of its matrix. At fixed \(aT\), therefore,

\[
\frac{dE_{LH}}{ds}=1-3P_Z,\qquad
P_Z=\frac12+\frac{\Delta-9s}{6R}.
\]

The second equation follows from the first and the direct derivative \(-\tfrac12+(9s-\Delta)/(2R)\). The \(Z\) weight of LH is 2/3 at zero strain and changes with \(s\), which changes the slope. HH has \(P_Z=0\) at every strain, hence its constant slope 1.

LH has a minimum relative to \(aT\) where \(9s-\Delta=R\). Squaring gives \(72s^2=16\Delta s\). The root \(s=0\) fails the unsquared equation, leaving \(s=2\Delta/9\). There \(R=\Delta\), \(P_Z=1/3\), and

\[
E_{LH}-aT=-\frac{11\Delta}{18}+\frac{\Delta}{2}=-\frac{\Delta}{9}.
\]

For large \(|s|\), \(R\to3|s|-\mathrm{sgn}(s)\,\Delta/3\). The two limits are

\[
E_{LH}-aT\to s-\frac{2\Delta}{3}\quad(s\to+\infty),\qquad
E_{LH}-aT\to-2s-\frac{\Delta}{3}\quad(s\to-\infty).
\]

In the first, LH becomes \(|{+1},\downarrow\rangle\): it has the same orbital shift as HH and differs by spin-orbit energy alone. In the second it becomes the \(Z\) orbital.

The difference \(E_{HH}-E_{LH}\) has slope \(3P_Z>0\) and vanishes at \(s=0\). HH and LH thus cross once, and for \(s>0\) their splitting rises towards \(2\Delta/3\) without reaching it. Within this model no compression, however strong, separates them by more than this limit.

In the opposite regime, \(\Delta\gg|s|\), LH returns to the linear law \(-s\).

## Evaluation in code

At small \(|s|\) the LH formula subtracts nearly equal numbers. The product of the two roots is \(s\Delta-2s^2\), and dividing it by the SO root gives an equivalent form that avoids this:

\[
E_{LH}=aT-\frac{2s(\Delta-2s)}{s+\Delta+R}.
\]

The root with \(+R/2\) is LH at every strain: \(R^2=(\Delta-s)^2+8s^2\) is positive, so LH and SO do not cross. The valence top is HH for \(s>0\) and LH for \(s<0\).

## A silicon film

Take the following inputs, which are rough values for silicon and meaningful to two figures at most; further digits here and below only let the arithmetic be followed: \(C_{11}=166\) GPa, \(C_{12}=64\) GPa, \(b=-2.1\) eV, \(\Delta=44\) meV. A tension \(e_p=0.8\%\) is roughly that of silicon on relaxed silicon-germanium with 20% germanium. Then \(\rho=1+128/166=1.771\), \(e_{zz}=-0.617\%\), and the in-plane stress is 1.445 GPa. The strain energy is

\[
s=-2.1\times1.771\times0.008\ \text{eV}=-29.75\ \text{meV}.
\]

With energies in meV from \(aT\),

\[
R=\sqrt{44^2+2(44)(29.75)+9(29.75)^2}=111.9,
\]

\[
E_{LH}=-\frac{-29.75+44}{2}+\frac{111.9}{2}=48.8,\qquad E_{HH}=-29.75 .
\]

The splitting is 78.6 meV (0.00289 hartree), against 59.5 meV without the split-off level. Under equal compression \(s=+29.75\) meV, LH lies at 5.8 meV, and the splitting is 24.0 meV (0.00088 hartree). That is about 80% of the limit \(2\Delta/3=29.3\) meV.

The turning point is at \(e_p=-0.263\%\), which explains why LH in the compressed film has risen again relative to \(aT\). In absolute energy the turning point also depends on \(a\), and it can be absent if the hydrostatic shift is steep enough. The \(Z\) weight of LH is 0.964 in tension and 0.063 in compression, so the orbital content of LH is near its strong-strain limit in both films.

The series limit is \(|e_p|=0.394\%\), half the strain of the film. Two terms would give \(29.75+2(29.75)^2/44=70\) meV for LH in tension, instead of 48.8 meV.

## What real films change

The material values are typical of silicon but rough. Raising \(|b|\) by 10% moves LH in the tensile film by 5.7 meV. The compressed silicon film serves for comparison at fixed material parameters; a compressed silicon-germanium layer would need its own constants. The film must also keep its strain: if it relaxes partly, the remaining \(e_p\) enters.

**Unequal in-plane strain.** Let \(e_{xx},e_{yy}=e_p(1\pm\eta)\) at fixed \(e_{zz}\). Then \(X\) and \(Y\) shift apart by \(\pm\delta\), with \(\delta=3b\eta e_p\). This couples \(|{+1},\uparrow\rangle\) to \(|{-1},\uparrow\rangle\), which has \(m=-1/2\), so HH is no longer isolated. For \(\eta=0.1\), \(|\delta|=5.0\) meV. In tension \(|{-1},\uparrow\rangle\) is mostly the SO state, with weight 0.964, and SO lies 33.3 meV below HH. The estimate \(5.0^2\times0.964/33.3\approx0.7\) meV agrees with the upward HH shift of 0.71 meV from the full matrix. The denominator contains \(\Delta\), so the shift is not linear in strain. Uniaxial channel stress also couples HH to other states. Along [100] it makes \(e_{xx}\) and \(e_{yy}\) unequal; along [110] it leaves them equal but adds the shear \(e_{xy}\), which acts through \(d\). Both cases call for the full matrix.

**Higher order in strain.** With an assumed coefficient of 10 eV, terms in \((e_p-e_{zz})^2\) amount to 2 meV and would bend HH too. The split-off coupling gives LH a small-strain coefficient \(2b^2/\Delta\approx200\) eV. If \(\Delta\) changed by the fraction \(e_p-e_{zz}\), the change would be 0.6 meV.

**Finite wave vector.** By the same symmetry argument, the term quadratic in \(\mathbf k\) has the form of the strain term with \(e_{ij}\) replaced by \(k_ik_j\). The constants \(a,b,d\) become \(-\gamma_1,-2\gamma_2,-2\sqrt3\gamma_3\) times \(\hbar^2/2m_0\), where the \(\gamma_i\) are the Luttinger parameters, here 4.3, 0.34 and 1.4. Define a thermal \(k\) by \(\gamma_1\hbar^2k^2/2m_0=k_BT_{\rm th}\), with \(T_{\rm th}=300\) K and \(k_BT_{\rm th}=25.9\) meV. Along [110], \(k_xk_y=k^2/2\), and HH couples to LH and SO with strength \((3\gamma_3/\gamma_1)k_BT_{\rm th}=25\) meV. The element joins HH to \(|{-1},\uparrow\rangle\), so it is shared between LH and SO according to the \(Z\) weight. In compression 24.4 meV of it goes to LH, 24.0 meV away, and the top band is far from parabolic: at this \(k\) the full matrix lowers it by 12 meV, against 28 meV from the zone-centre mass. In tension 24.8 meV goes to SO, 33.3 meV away, which distorts HH and SO strongly, but only 4.8 meV goes to LH, 78.6 meV away, and the top band stays nearly parabolic (21.7 meV against 22.0 meV). Except for that band, the zone-centre levels and masses do not describe the bands along [110] over the thermal range.

**Confinement and gate field.** For motion along \(z\) the same replacement gives

\[
\frac{m_0}{m_{HH}}=\gamma_1-2\gamma_2,\qquad
\frac{m_0}{m_{LH}}=\gamma_1-2\gamma_2+6\gamma_2P_Z .
\]

The masses are \(0.276\,m_0\) and \(0.179\,m_0\) in the tensile film. Hard walls 10 nm apart then lower HH by 13.6 meV and LH by 21.0 meV, reducing the splitting by about 7 meV. If instead a gate field of 0.5 MV/cm forms a triangular well, the shifts are 164 and 189 meV, a reduction of about 25 meV. Both estimates keep the \(Z\) weight that LH has at \(k_z=0\) and so neglect the coupling of LH and SO by the term in \(k_z^2\). In such a layer the zone-centre splitting must be corrected for confinement.

The numerical output below lists the levels at six strains and the estimates used here.

## Calculated quantities

```
INPUTS (material values rough, silicon)
C11, C12: 166, 64 GPa
b: -2.1 eV
spin-orbit splitting D: 44.0 meV
Luttinger parameters 1,2,3: 4.3, 0.34, 1.4
film strain e_par: 0.80 %
film thickness: 10 nm
temperature: 300 K
FILM IN TENSION
constants allowed by cubic symmetry: 3
e_zz: -0.617 %
in-plane stress: 1.445 GPa
ratio 1+2*C12/C11: 1.7711
s: -29.75 meV
square root term: 111.90 meV
LEVELS from hydrostatic centre, meV
e_par %      HH      LH  LH lin      SO
  -0.80   29.75    5.80  -29.75  -79.55
  -0.40   14.88   -3.85  -14.88  -55.03
  -0.20    7.44   -4.63   -7.44  -46.81
   0.20   -7.44    9.51    7.44  -46.07
   0.40  -14.88   21.62   14.88  -50.75
   0.80  -29.75   48.83   29.75  -63.07
LH-HH, tension: 78.58 meV
HH-LH, compression: 23.95 meV
both without split-off band: 59.51 meV
limit of HH-LH in compression: 29.33 meV
LH Z weight, tension: 0.964
LH Z weight, compression: 0.063
LH minimum, energy: -4.89 meV
LH minimum, s: 9.78 meV
LH minimum, e_par: -0.263 %
series limit |s|: 14.67 meV
series limit |e_par|: 0.394 %
LH second derivative in e_par: 1258 eV
NEGLECTED EFFECTS (film in tension unless said)
thermal energy kT: 25.85 meV
Boltzmann factor, tension: 0.048
Boltzmann factor, compression: 0.396
thermal k along [110]: 0.397 1/nm
HH coupling to LH and SO there: 25.25 meV
masses along z, HH and LH: 0.276, 0.179 m0
confinement, HH and LH: 13.6, 21.0 meV
gate field: 0.5 MV/cm
gate-field shift, HH and LH: 164, 189 meV
assumed second-order coefficient: 10 eV
second-order strain: 2.01 meV
D change if relative change = e_par-e_zz: 0.62 meV
in-plane strain imbalance +/-: 10 %
HH shift from imbalance: 0.71 meV
HH bend, compression, imbalance: 0.402 meV
LH shift if |b| is 10% larger: 5.66 meV
```
